# Spin-polarized GGA potentials and the Pople-Gill-Johnson matrix elements

A phosphorus atom in its quartet ground state has nine electrons of spin up and six of spin down. The two spin densities have different shapes, so each spin feels its own exchange-correlation potential. In a generalized gradient approximation (GGA) the energy depends on both densities and both gradients, and adding a little up-spin density changes a term that contains the down-spin gradient. A self-consistent calculation needs the two potentials, or their matrices in a basis, with every factor of that coupling right.

Conventions: Hartree atomic units, collinear spin, real orbitals, \(a\) for up and \(b\) for down, and
\[ E=\int f(\rho_a,\rho_b,\sigma_{aa},\sigma_{ab},\sigma_{bb})\,d^3r,\qquad \sigma_{st}=\nabla\rho_s\cdot\nabla\rho_t . \]
Here \(f\) is an energy per volume and \(\sigma_{ab}\) carries no factor 2. The partial derivatives, with the five arguments independent, are written \(f_a,f_b\) (densities) and \(f_{aa},f_{ab},f_{bb}\) (the \(\sigma\)'s). The potential \(v_s\) is defined by \(\delta E=\sum_s\int v_s\,\delta\rho_s\,d^3r\) to first order.

## Entry 1. No gradients

If \(f\) depends on \(\rho_a,\rho_b\) only, the chain rule gives \(\delta E=\int(f_a\delta\rho_a+f_b\delta\rho_b)\), so \(v_s=f_s\).

*Limit.* Exchange couples only equal spins, so \(E_x[\rho_a,\rho_b]=E_x[\rho_a,0]+E_x[0,\rho_b]\). Setting both densities to \(\rho_a\) gives the unpolarized functional at \(n=2\rho_a\), so \(E_x[\rho_a,0]=\tfrac12E_x^{\rm unpol}[2\rho_a]\). Dirac exchange \(-\tfrac34(3/\pi)^{1/3}n^{4/3}\) then gives \(-\tfrac12\cdot\tfrac34(3/\pi)^{1/3}2^{4/3}\rho_s^{4/3}=-A\rho_s^{4/3}\) per spin, with \(A=\tfrac34(6/\pi)^{1/3}=0.930526\), and \(v_s=-\tfrac43A\rho_s^{1/3}\).

## Entry 2. One density with a gradient

Take \(f(\rho,\sigma)\), \(\sigma=|\nabla\rho|^2\). To first order \(\delta\sigma=2\nabla\rho\cdot\nabla\delta\rho\), so
\[ \delta E=\int\left[f_\rho\,\delta\rho+\mathbf g\cdot\nabla\delta\rho\right]d^3r,\qquad \mathbf g=2f_\sigma\nabla\rho . \]
To expose \(\delta\rho\), use the product rule \(\mathbf g\cdot\nabla u=\nabla\cdot(\mathbf g u)-u\nabla\cdot\mathbf g\). The first term integrates to a surface flux, zero for a \(\delta\rho\) of bounded support on which \(\mathbf g\) is differentiable. Hence \(v=f_\rho-\nabla\cdot\mathbf g\).

*Limit.* The von Weizsäcker form \(f=\sigma/8\rho\) fixes the sign by hand. Here \(f_\rho=-\sigma/8\rho^2\), \(\mathbf g=\nabla\rho/4\rho\) and \(\nabla\cdot\mathbf g=\nabla^2\rho/4\rho-\sigma/4\rho^2\), so \(v=\sigma/8\rho^2-\nabla^2\rho/4\rho\). With \(\rho=\psi^2\), \(\sigma/8\rho^2=|\nabla\psi|^2/2\psi^2\) and \(\nabla^2\rho/4\rho=\nabla^2\psi/2\psi+|\nabla\psi|^2/2\psi^2\), leaving \(v=-\nabla^2\psi/2\psi\). Directly, \(E=\tfrac12\int|\nabla\psi|^2\) has \(\delta E=-\int\nabla^2\psi\,\delta\psi\) with \(\delta\psi=\delta\rho/2\psi\), which is the same \(v\).

## Entry 3. Two spins

The variations are
\[ \delta\sigma_{aa}=2\nabla\rho_a\cdot\nabla\delta\rho_a,\quad \delta\sigma_{ab}=\nabla\rho_b\cdot\nabla\delta\rho_a+\nabla\rho_a\cdot\nabla\delta\rho_b,\quad \delta\sigma_{bb}=2\nabla\rho_b\cdot\nabla\delta\rho_b . \]
The 2 appears where \(\nabla\rho_s\) occurs twice. \(\sigma_{ab}\) is linear in each gradient, so it contributes the other spin's gradient once. Collecting the coefficients of \(\nabla\delta\rho_a\) and \(\nabla\delta\rho_b\),
\[ \delta E=\sum_s\int\left[f_s\,\delta\rho_s+\mathbf g_s\cdot\nabla\delta\rho_s\right]d^3r, \tag{1}\]
\[ \mathbf g_a=2f_{aa}\nabla\rho_a+f_{ab}\nabla\rho_b,\qquad \mathbf g_b=2f_{bb}\nabla\rho_b+f_{ab}\nabla\rho_a . \]
The product rule of Entry 2, applied to each spin, gives
\[ v_s=f_s-\nabla\cdot\mathbf g_s . \tag{2}\]

*Limit: exchange.* Spin scaling leaves no \(\sigma_{ab}\), so \(f_{ab}=0\) and each spin is a copy of Entry 2. Unpolarized PBE exchange multiplies the Dirac form by \(F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\), with \(s^2=|\nabla n|^2/[4(3\pi^2)^{2/3}n^{8/3}]\), \(\kappa=0.804\), \(\mu=0.219515\). Putting \(n=2\rho_s\), the numerator gains 4 and the denominator \(2^{8/3}\), a net \(2^{-2/3}\), so \(s_s^2=\sigma_{ss}/(C\rho_s^{8/3})\) with \(C=4(6\pi^2)^{2/3}=60.77066\). From \(f=-A\sum_s\rho_s^{4/3}F(s_s^2)\), with \(F'=dF/ds^2=\mu/(1+\mu s^2/\kappa)^2\), \(\partial s^2/\partial\rho=-\tfrac83s^2/\rho\) and \(\partial s^2/\partial\sigma=1/(C\rho^{8/3})\),
\[ f_s=-A\rho_s^{1/3}\left[\tfrac43F-\tfrac83s_s^2F'\right],\qquad f_{ss}=-A\rho_s^{-4/3}F'/C . \]
At \(s=0\), \(f_s\) returns to Entry 1. At the model point \(\rho_a=0.3\), \(\rho_b=0.1\) bohr\(^{-3}\), \(\sigma_{aa},\sigma_{ab},\sigma_{bb}=0.2,\,0.05,\,0.08\) bohr\(^{-8}\), the up spin has \(s^2=0.081598\), \(F=1.017522\), \(F'=0.210051\). Then \(f_a=-0.930526\times0.3^{1/3}\times(1.356696-0.045706)=-0.816648\) Ha and \(f_{aa}=-0.930526\times0.3^{-4/3}\times0.210051/60.77066=-0.016015\) Ha bohr\(^5\). The program tests both against libxc, and tests all five libxc derivatives against finite differences of \(f\) (largest absolute error \(9.7\times10^{-13}\)), which fixes the undoubled meaning of \(\sigma_{ab}\).

*Limit: dependence on the total gradient.* PBE correlation contains gradients only through \(\sigma=|\nabla\rho_a+\nabla\rho_b|^2=\sigma_{aa}+2\sigma_{ab}+\sigma_{bb}\). The chain rule gives \(f_{aa}=f_{bb}=f_\sigma\) and \(f_{ab}=2f_\sigma\), so \(\mathbf g_a=\mathbf g_b=2f_\sigma\nabla(\rho_a+\rho_b)\), the form of Entry 2. At the model point the values are \(0.009397,\,0.018793,\,0.009397\) Ha bohr\(^5\). LYP gives \(-0.001125,\,0.006490,\,0.007615\), which are not in the ratio 1:2:1, so its gradient dependence is not through \(\sigma\) alone.

*Limit: closed shell.* With \(\rho_a=\rho_b=\rho/2\) every \(\sigma_{st}\) equals \(\sigma/4\), so the unpolarized function has \(f_\rho=(f_a+f_b)/2\) and \(f_\sigma=(f_{aa}+f_{ab}+f_{bb})/4\). Spin symmetry makes \(f_a=f_b\) and \(f_{aa}=f_{bb}\). Then \(\mathbf g_a=(2f_{aa}+f_{ab})\nabla\rho/2=2f_\sigma\nabla\rho\), which is Entry 2.

## Entry 4. What the local potential costs

The \(f\)-derivatives in \(\mathbf g_s\) depend on position, so the product rule gives
\[ \nabla\cdot\mathbf g_a=2f_{aa}\nabla^2\rho_a+f_{ab}\nabla^2\rho_b+2\nabla f_{aa}\cdot\nabla\rho_a+\nabla f_{ab}\cdot\nabla\rho_b , \tag{3}\]
with \(\nabla f_x=\sum_y(\partial f_x/\partial y)\nabla y\) over the five arguments \(y\). Differentiating \(\sigma_{ab}=\sum_j\partial_j\rho_a\,\partial_j\rho_b\) gives \(\partial_i\sigma_{ab}=\sum_j(\partial_i\partial_j\rho_a\,\partial_j\rho_b+\partial_j\rho_a\,\partial_i\partial_j\rho_b)\), that is
\[ \nabla\sigma_{ab}=H_a\nabla\rho_b+H_b\nabla\rho_a,\qquad\nabla\sigma_{ss}=2H_s\nabla\rho_s , \]
where \(H_s\) is the Hessian matrix of \(\rho_s\). So \(v_s(\mathbf r)\) needs \(f\) twice differentiable and its second derivatives. When \(f\) is nonlinear in the \(\sigma\)'s, as for PBE and B88, it also needs the products \(H_s\nabla\rho_t\), not only the traces of the Hessians. When \(f\) is linear in the \(\sigma\)'s, as for LYP, the \(\nabla\sigma\) terms drop out and the Laplacians and gradients suffice.

*Limit.* For \(f=c\,\sigma_{ab}\) with constant \(c\), (3) gives \(v_a=-c\nabla^2\rho_b\), as one integration by parts of \(c\int\nabla\delta\rho_a\cdot\nabla\rho_b\) requires.

The program tests (3) against a finite-difference divergence of \(\mathbf g_s\) at four points of a non-spherical density, where the cosine between the two gradients falls to 0.949 in magnitude. For PBE and for BLYP the largest absolute error is \(1.3\times10^{-13}\) Ha. Keeping only the Laplacian terms raises the largest error over these points to 0.18 Ha.

## Entry 5. Matrix elements without integration by parts

In a fixed real basis, \(\rho_s=\sum_{\mu\nu}P^s_{\mu\nu}\phi_\mu\phi_\nu\) is linear in the density matrix, so \(\delta\rho_s=\sum\delta P^s_{\mu\nu}\phi_\mu\phi_\nu\) and \(\nabla\delta\rho_s=\sum\delta P^s_{\mu\nu}\nabla(\phi_\mu\phi_\nu)\). Insert these in (1) and define \(V^s\) by \(\delta E=\sum_s\sum_{\mu\nu}V^s_{\mu\nu}\delta P^s_{\mu\nu}\):
\[ V^s_{\mu\nu}=\int\left[f_s\,\phi_\mu\phi_\nu+\mathbf g_s\cdot(\phi_\mu\nabla\phi_\nu+\phi_\nu\nabla\phi_\mu)\right]d^3r . \tag{4}\]
This is the Pople-Gill-Johnson (PGJ) form. The derivative that acts on \(\mathbf g_s\) in (2) acts here on the basis product, so only first derivatives of \(f\), \(\rho_s\) and \(\phi\) enter. The absence of second derivatives is a property of the matrix (4); the function \(v_s(\mathbf r)\) still needs (3). The sum runs over all \(\mu,\nu\), so for \(\mu\ne\nu\) raising \(P_{\mu\nu}\) and \(P_{\nu\mu}\) together by a small \(t\) changes \(E\) by \(2V_{\mu\nu}t\) to first order. On a grid with points \(\mathbf r_k\) and weights \(w_k\), (4) is \(V=M+M^T\) with \(M_{\mu\nu}=\sum_kw_k\phi_\mu(\tfrac12f_s\phi_\nu+\mathbf g_s\cdot\nabla\phi_\nu)\). The \(\tfrac12\) is there because the transpose repeats the density term.

On the non-spherical density, (4) is tested against finite differences of \(E[P]\) along one off-diagonal pair and along random symmetric directions. The largest absolute errors are \(4.6\times10^{-11}\) Ha (PBE) and \(2.6\times10^{-11}\) Ha (BLYP). Dropping the \(f_{ab}\) term raises them to \(1.5\times10^{-2}\) and \(1.3\times10^{-2}\) Ha. The closed-shell limit holds for the matrices to \(8.9\times10^{-16}\) Ha.

## Entry 6. When the two forms agree

The product rule with \(u=\phi_\mu\phi_\nu\) turns (4) into
\[ V^s_{\mu\nu}=\int\phi_\mu v_s\phi_\nu\,d^3r+\oint\phi_\mu\phi_\nu\,\mathbf g_s\cdot d\mathbf S , \tag{5}\]
where the surface consists of a large sphere and of small spheres around points at which \(\mathbf g_s\) is not differentiable. When the flux vanishes, (4) is the matrix of a multiplicative potential, although it is written with gradients of the basis functions.

On the large sphere it suffices that \(\mathbf g_s\) grows more slowly than \(R^2\phi_\mu\phi_\nu\) decays. For PBE exchange, \(|\nabla\rho_s|=\sqrt C\,s\,\rho_s^{4/3}\) gives \(|\mathbf g_s|=2AsF'/\sqrt C\), and \(F'\to\kappa^2/\mu s^4\) at large \(s\), so \(\mathbf g_s\) falls as \(s^{-3}\) in the tail.

*Limit: a cusp.* For spherical densities with finite slope at the nucleus, \(\sigma_{st}\) stays finite and \(\mathbf g_s=G_s(r)\hat{\mathbf r}\) with \(G_s(0)\) finite. The small-sphere flux has magnitude \(4\pi r^2|G_s(0)\phi_\mu\phi_\nu|\to0\), so no delta function arises. But \(\nabla\cdot(G\hat{\mathbf r})=r^{-2}(r^2G)'=G'+2G/r\), so \(v_s\to-2G_s(0)/r\), an integrable singularity. The model \(\rho_s=(z_s^3/\pi)e^{-2z_sr}\), \(z_a=1.0\), \(z_b=1.2\) bohr\(^{-1}\), with PBE has \(G_a(0)=0.007026\) Ha bohr, and the program's test finds \(rv_a=-0.014052\) Ha bohr \(=-2G_a(0)\) at \(r=10^{-7}\) bohr. For \(\phi^2=e^{-2r}/\pi\) both forms give \(-0.42105707\) Ha. In a Gaussian basis a spherical density has zero slope at the nucleus, so \(G_s(0)=0\) and the \(1/r\) term is absent.

The derivation assumes \(\rho_s>0\) where the derivatives are taken. Where a spin density vanishes, as in a fully polarized system, \(f\) need not be differentiable in that spin's variables, and (2) to (5) for that spin must be examined as limits for the given functional.

## Entry 7. A finite grid

Let \(E^{\rm grid}=\sum_kw_kf(\mathbf r_k)\) with points and weights independent of \(P\). The steps to (1) and (4) used only the chain rule at each point, so they hold term by term, and the grid version of (4) is exactly \(\partial E^{\rm grid}/\partial P^s_{\mu\nu}\), however coarse the grid. The pointwise product rule gives
\[ V^{\rm PGJ}_{\mu\nu}-V^{\rm local}_{\mu\nu}=\sum_kw_k\,\nabla\cdot(\mathbf g_s\phi_\mu\phi_\nu)\big|_{\mathbf r_k}, \]
which is the quadrature of a total divergence and in general vanishes only as the grid converges. If points are added or dropped according to a density threshold, \(E^{\rm grid}\) jumps whenever a point crosses the threshold; between such crossings the set of points is fixed and (4), summed over the retained points, is still the exact derivative.

For the phosphorus atom of Entry 9 the largest element of this difference is \(1.0\times10^{-2}\), \(4.0\times10^{-4}\), \(1.6\times10^{-7}\) and \(5.9\times10^{-14}\) Ha for 40, 80, 160 and 1000 radial points. Changing an occupation at fixed orbital, \(\delta P=\delta n_i\,c_ic_i^T\), gives \(\partial E/\partial n_i=c_i^TVc_i\). With 40 points, the test against finite differences of \(E^{\rm grid}\) shows, over the 3s up, 3s down and 3p up occupations, a largest absolute error of \(2.0\times10^{-12}\) Ha for (4) and \(9.7\times10^{-3}\) Ha for the local form.

## Entry 8. The self-consistent equations

The total energy adds the one-electron and Hartree terms, whose derivative with respect to \(P^s\) is \(h+J\), the same for both spins. So \(\delta E_{\rm tot}=\sum_s\mathrm{tr}(F^s\delta P^s)\) with \(F^s=h+J+V^s\). For \(P^s=\sum_ic_ic_i^T\) over occupied orbitals, \(\delta P^s=\sum_i(\delta c_ic_i^T+c_i\delta c_i^T)\), and the symmetry of \(F^s\) gives \(\delta E_{\rm tot}=2\sum_i\delta c_i^TF^sc_i\). The constraints \(c_i^TSc_j=\delta_{ij}\), with overlap matrix \(S\), bring a symmetric matrix of multipliers, \(F^sc_i=\sum_j\lambda_{ij}Sc_j\). A rotation among the occupied orbitals leaves \(P^s\) unchanged and diagonalizes \(\lambda\), so \(F^sc_i=\varepsilon_iSc_i\). Then \(FPS=\sum_i\varepsilon_iSc_ic_i^TS\) is symmetric and equals its transpose \(SPF\). With (4) built on the converged density of Entry 9, the test gives \(\max|FPS-SPF|=5.6\times10^{-10}\) Ha, and \(3.8\times10^{-3}\) Ha without the \(f_{ab}\) term.

## Entry 9. The phosphorus atom

Unrestricted PBE in the cc-pVDZ basis (18 functions, 150×50 grid) gives \(E_{\rm tot}=-341.0985\) Ha and \(E_{xc}=-23.0183\) Ha. The configuration \(3s^23p^3\) with three parallel \(p\) spins makes both densities spherical, so the gradients are radial. Six figures are kept below so that the arithmetic can be followed; they describe this functional in this basis. Near the basis-set limit (27 \(s\) and 19 \(p\) uncontracted shells) \(E_{\rm tot}=-341.1156\) Ha and \(E_{xc}=-23.0115\) Ha, and the local potentials quoted at 1 and 2 bohr move by up to 0.007 Ha.

At \(r=2\) bohr, \(\rho_a=0.039068\) and \(\rho_b=0.0102357\) bohr\(^{-3}\), with slopes \(-0.0550761\) and \(-0.0192212\) bohr\(^{-4}\). Exchange gives \(f_{aa}=-0.218371\) and \(f_{bb}=-0.847262\). Correlation adds \(0.104221\) to each and gives \(f_{ab}=0.208442\), all in Ha bohr\(^5\). The totals are \(f_{aa}=-0.114150\) and \(f_{bb}=-0.743041\), so in Ha bohr
\[ G_a=2(-0.114150)(-0.0550761)+0.208442(-0.0192212)=0.012574-0.004007=0.008567, \]
\[ G_b=2(-0.743041)(-0.0192212)+0.208442(-0.0550761)=0.028564-0.011480=0.017084 . \]
The Laplacians are \(-0.0121098\) and \(0.0100559\) bohr\(^{-5}\). The first two terms of (3) for spin up are \(2(-0.114150)(-0.0121098)+0.208442(0.0100559)=0.002765+0.002096=0.004861\) Ha, and the \(\nabla f\) terms give \(0.024924\) Ha, about five times as much (about seven times near the basis-set limit, where the small Laplacian term falls to about 0.0034 Ha). With \(f_a=-0.451062\) and \(f_b=-0.327818\) Ha,
\[ v_a=-0.451062-0.004861-0.024924=-0.480847\ {\rm Ha}, \]
\[ v_b=-0.327818+0.017468-0.036739=-0.347089\ {\rm Ha}. \]
The majority spin has the deeper potential here, by 0.134 Ha (0.131 Ha near the basis-set limit).

At \(r=1\) bohr the order is reversed, \(v_a=-0.538827\) and \(v_b=-0.573083\) Ha, although \(\rho_a=0.117979\) exceeds \(\rho_b=0.083809\) bohr\(^{-3}\). The density terms keep the order found at 2 bohr, \(f_b-f_a=-0.565332+0.621887=0.056555\) Ha. The divergences overturn it: \(\nabla\cdot\mathbf g_a=-0.139784+0.056724=-0.083060\) Ha and \(\nabla\cdot\mathbf g_b=-0.118473+0.126224=0.007751\) Ha, so \(v_b-v_a=0.056555-0.090811=-0.034256\) Ha. The reversal persists near the basis-set limit, where \(v_b-v_a=-0.030\) Ha at 1 bohr; around this radius it holds from about 0.94 to 1.1 bohr. So in this GGA the spin with the larger local density need not have the deeper potential.

The orbital elements \(c_i^TV^sc_i\) from (4), split by term, are in Ha:

| orbital | \(f_s\) | \(2f_{ss}\) | \(f_{ab}\) | total |
|---|---|---|---|---|
| 3s up | −0.535453 | −0.021891 | 0.004317 | −0.553027 |
| 3s down | −0.431031 | −0.031697 | 0.012384 | −0.450344 |
| 3p up | −0.445781 | −0.020210 | 0.002660 | −0.463331 |
| 3p down, empty | −0.343415 | −0.019608 | 0.008424 | −0.354599 |

For 3s up the two gradient terms sum to \(-0.017574\) Ha, 3.2% of the total element. For 3s and 3p the opposite-spin term is about three times as large for the down orbital as for the up orbital. A conjecture is that this reflects the outer valence region, where the down-spin term contains the steeper up-spin slope (0.055 against 0.019 bohr\(^{-4}\) in magnitude at 2 bohr).

The eigenvalue splittings are \(-0.435405+0.535755=0.100350\) Ha \(=2.73\) eV for 3s and \(-0.128951+0.225128=0.096177\) Ha \(=2.62\) eV for 3p. Near the basis-set limit they are 2.72 and 2.56 eV. They are differences of Kohn-Sham eigenvalues, not excitation energies. Since \(F^b=F^a+(V^b-V^a)\), perturbation theory to first order in \(V^b-V^a\) gives the splitting as \(\langle i_a|V^b-V^a|i_a\rangle\); the spherical difference does not mix the three \(3p\) orbitals. The values are 0.100364 and 0.096665 Ha, above the splittings by \(1.4\times10^{-5}\) and \(4.9\times10^{-4}\) Ha, the latter 0.5% of the 3p splitting. The remainders are the second and higher orders, in which the down orbital relaxes away from the up orbital; the second-order sums are \(-1.3\times10^{-5}\) and \(-4.6\times10^{-4}\) Ha. Their size depends strongly on the basis: near the basis-set limit the remainders are \(6\times10^{-4}\) and \(1.7\times10^{-3}\) Ha, the latter 1.8% of the 3p splitting. The difference of two totals in the table, \(-0.450344+0.553027=0.102683\) Ha for 3s, is a different quantity: \(\varepsilon_i=\langle h+J\rangle_i+\langle V^s\rangle_i\), and \(\langle h+J\rangle\) changes too when the orbital changes. The numerical check that follows prints the values from which this arithmetic starts.

## Numbers as computed

```
model point ra rb (bohr^-3), saa sab sbb (bohr^-8): 0.3 0.1 0.2 0.05 0.08
derivative units: f_r Ha, f_s Ha bohr^5; order f_ra f_rb f_saa f_sab f_sbb
PBE x: -0.816648 -0.528613 -0.016015 0.000000 -0.053188
PBE c: -0.064804 -0.107620 0.009397 0.018793 0.009397
B88: -0.815624 -0.533189 -0.018030 0.000000 -0.052679
LYP: -0.025232 -0.097198 -0.001125 0.006490 0.007615
max |finite difference - derivative| = 9.7e-13
PBE x spin a: s^2 = 0.081598, F = 1.017522, dF/ds^2 = 0.210051
PBE x spin b: s^2 = 0.611030, F = 1.114953, dF/ds^2 = 0.161232
kappa = 0.804, mu = 0.219515, A = 0.930526, 4(6pi^2)^(2/3) = 60.77066
P atom UKS PBE/cc-pVDZ, 18 functions, grid 150x50: E = -341.098480 Ha
E_xc = -23.018298 Ha
max |FPS-SPF| = 5.6e-10 Ha; without sab term 3.8e-03 Ha
test density: smallest |cos(grad ra, grad rb)| = 0.949
PBE,PBE: dE/dP error 4.6e-11 Ha, without sab 1.5e-02 Ha, vs pyscf 1.8e-15 Ha
PBE,PBE: div g error 1.3e-13 Ha, Laplacians only 1.8e-01 Ha, closed shell 8.9e-16 Ha
B88,LYP: dE/dP error 2.6e-11 Ha, without sab 1.3e-02 Ha, vs pyscf 1.8e-15 Ha
B88,LYP: div g error 1.3e-13 Ha, Laplacians only 1.8e-01 Ha, closed shell 8.9e-16 Ha
radial points 40: max |V_local - V_PGJ| = 1.0e-02 Ha
40 points, dE/dn error: PGJ 2.0e-12 Ha, local 9.7e-03 Ha
radial points 80: max |V_local - V_PGJ| = 4.0e-04 Ha
radial points 160: max |V_local - V_PGJ| = 1.6e-07 Ha
radial points 1000: max |V_local - V_PGJ| = 5.9e-14 Ha
1000 points: N_up = 9.000000, N_dn = 6.000000, max |V - V(150x50)| = 5.6e-10 Ha
cusp model za = 1.0, zb = 1.2 bohr^-1: local -0.42105707 Ha, PGJ -0.42105707 Ha
cusp model: G_a(0) = 0.007026 Ha bohr, r v_a at 1e-7 bohr = -0.014052 Ha bohr
P atom, values at r = 1 bohr | r = 2 bohr
ra rb (bohr^-3): 0.117979 0.083809 | 0.039068 0.0102357
dra/dr drb/dr (bohr^-4): -0.324804 -0.412877 | -0.0550761 -0.0192212
saa sab sbb (bohr^-8): 0.105498 0.134104 0.170467 | 0.00303337 0.00105863 0.000369454
lap ra, lap rb (bohr^-5): 2.16791 2.31061 | -0.0121098 0.0100559
x: f_saa f_sbb (Ha bohr^5): -0.0445753 -0.0372109 | -0.218371 -0.847262
c: f_saa f_sab (Ha bohr^5): 0.00597144 0.0119429 | 0.104221 0.208442
g_a g_b radial (Ha bohr): 0.0201464 0.021917 | 0.00856739 0.0170841
f_ra f_rb (Ha): -0.621887 -0.565332 | -0.451062 -0.327818
div g_a Laplacian, grad-f parts (Ha): -0.139784 0.0567237 | 0.00486075 0.0249242
div g_b Laplacian, grad-f parts (Ha): -0.118473 0.126224 | -0.0174681 0.036739
v_a v_b (Ha): -0.538827 -0.573083 | -0.480847 -0.347089
<i|V|i> parts (Ha): density, same-spin, opposite-spin, total; eigenvalue
3s up: -0.535453 -0.021891 0.004317 -0.553027; -0.535755
3s dn: -0.431031 -0.031697 0.012384 -0.450344; -0.435405
3p up: -0.445781 -0.020210 0.002660 -0.463331; -0.225128
3p dn (empty): -0.343415 -0.019608 0.008424 -0.354599; -0.128951
3s splitting 0.100350 Ha = 2.7307 eV; <up|Vb-Va|up> = 0.100364 Ha
3p splitting 0.096177 Ha = 2.6171 eV; <up|Vb-Va|up> = 0.096665 Ha
1 Ha = 27.211386 eV
```
